Universal conductance fluctuations in a coherent disordered silicide wire

Two nickel monosilicide wires are cut to the same size from the same film and cooled to a fraction of a kelvin. Their resistivities are equal as far as any bulk measurement can tell, but their impurities sit in different places. If electrons keep their phase across the wire, the conductance depends on interference between all the scattered paths, and so on those positions. How different are the two conductances, and does the difference matter more in a good conductor or in a poor one?

**An estimate from energy levels**

Take a wire of length L, cross-section A and diffusion constant D. Let ν be the density of states per volume and energy, both spins included. The Einstein relation gives

G = e²νD A/L.

The mean spacing of the levels in the volume AL is Δ = 1/(νAL), so νA = 1/(LΔ) and

G = (e²/ħ) (ħD/L²)/Δ.

In units of e²/ħ, the conductance therefore counts the levels in an energy window ħD/L², the uncertainty width set by the time L²/D to diffuse out of the wire.

If levels fell independently, a count n would fluctuate by √n. In a coherent disordered metal they repel each other and are nearly evenly spaced, so the count in such a window varies by about one. Taking this repulsion as given, the conductance varies by roughly one quantum, whatever its mean, and the relative variation is roughly one over the mean. The argument gives no numerical factor, and it does not say how large the mean must be.

**The model for a controlled calculation**

Let the wire have N propagating channels per spin and join wide leads. Electrons do not interact, the temperature is zero, and spin is conserved, so both spins contribute equally. With G0 = 2e²/h, the Landauer formula is

G = G0 g,  g = tr M,  M = t t†,

where t is the N×N transmission matrix from left to right. I also need g₂ = tr M² and g₃ = tr M³.

Let r′ be the reflection matrix for waves arriving from the right. Conservation of current makes the scattering matrix unitary, and one of its blocks reads

r′r′† = 1 − M.

Now lengthen the wire by a thin slice on its right, with reflection matrix ρ for waves arriving from the left and transmission matrix τ. If i enters from the left, the right-moving wave a between wire and slice obeys a = t i + r′ρ a. Hence

t_new = τ(1 − X)⁻¹ t,  X = r′ρ,  τ†τ = 1 − ρ†ρ.

The slice is taken to scatter equally between all channels, with random phases, so ⟨ρ⟩ = 0 and ⟨ρρ⟩ = 0. Time reversal makes ρ and r′ symmetric. The Gaussian average with this symmetry is

⟨ρ_ab ρ*_cd⟩ = σ(δ_ac δ_bd + δ_ad δ_bc).

The mean reflection of one channel is σ(N+1). Call it ds, which defines the backscattering length b through s = L/b.

**How one slice changes the conductance**

By the cyclic property of the trace,

g_new = tr[(1 − ρ†ρ)(1 − X)⁻¹ M (1 − X†)⁻¹].

To second order in ρ the change is

δg = tr(XM + MX†) + tr(X²M + MX†²) + tr(XMX†) − tr(ρ†ρM).

The first bracket averages to zero because ⟨ρ⟩ = 0, the second because ⟨ρρ⟩ = 0. The last term gives −σ(N+1)g. For the third, the pair average yields

⟨ρMρ†⟩ = σ(g + Mᵀ).

Since r′ is symmetric, r′†r′ is the complex conjugate of r′r′†, which is 1 − Mᵀ because M is Hermitian. Therefore

⟨tr XMX†⟩ = σ tr[(1 − Mᵀ)(g + Mᵀ)] = σ[g(N − g) + g − g₂].

Adding the last term, everything linear in g cancels:

(N+1) d⟨g⟩/ds = −⟨g² + g₂⟩.  (1)

The fluctuations come from the first-order term, δg₁ = 2 Re tr(ρA) with A = Mr′. This A is symmetric: writing r′r′†r′ in two ways gives (1 − M)r′ = r′(1 − Mᵀ), so Mr′ = r′Mᵀ = (Mr′)ᵀ. Both pairings then contribute equally:

⟨|tr ρA|²⟩ = 2σ tr(AA†) = 2σ tr[M(1 − M)M] = 2σ(g₂ − g₃).

For z = tr ρA we have ⟨z²⟩ = 0, so the mean of (2 Re z)² is 2⟨|z|²⟩, and

⟨δg₁²⟩ = 4(g₂ − g₃) ds/(N+1).  (2)

Channels with M near 0 or 1 contribute little to g₂ − g₃. The random step comes from partly open channels.

**The traces at large N**

For many channels g, g₂ and g₃ are of order N. To leading order σ = ds/N, and the second pairing can be dropped in these averages because it loses a free channel sum. Write τ = U(1 − ρ†ρ)^(1/2) with U unitary. Since U drops out of the traces, the change of M can be taken as Δ₁ + Δ₂, with Δ₁ = XM + MX† and

⟨Δ₂⟩ = σ[g(1 − M) − NM].

The change of tr M² is 2 tr(MΔ₂) + tr(Δ₁²). Its two parts average to

2σ[g(g − g₂) − Ng₂]  and  2⟨tr XM²X†⟩ = 2σg₂(N − g).

Their sum gives

N dg₂/ds = 2g² − 4g g₂.

The change of tr M³ is 3 tr(M²Δ₂) + 3 tr(MΔ₁²), with averages

3σ[g(g₂ − g₃) − Ng₃]  and  3σ[g₂(g − g₂) + g₃(N − g)].

Hence

N dg₃/ds = 6g g₂ − 6g g₃ − 3g₂².

Let u = 1 + s. At leading order (1) is N dg/ds = −g², and g = N at s = 0, so g = N/u. This is Ohm's law with a contact term. With y₂ = g₂/N, the second trace obeys

d(u⁴y₂)/du = 2u²,  so  y₂ = 2/(3u) + 1/(3u⁴),

where y₂ = 1 at u = 1 fixes the constant. With y₃ = g₃/N,

d(u⁶y₃)/du = 6u⁵y₂ − 3u⁶y₂² = (8/3)u⁴ + (2/3)u − 1/(3u²),

y₃ = 8/(15u) + 1/(3u⁴) − 1/(5u⁶) + 1/(3u⁷).

In a long wire g₂ = 2g/3 and g₃ = 8g/15, so g₂ − g₃ = 2g/15. This is where the number 2/15 enters.

**The variance**

Let v = ⟨g²⟩ − ⟨g⟩². A slice changes ⟨g²⟩ by twice g times the drift, plus the squared step (2). Subtracting 2⟨g⟩ d⟨g⟩/ds gives

(N+1) dv/ds = −2[⟨g³⟩ − ⟨g⟩⟨g²⟩] − 2 cov(g, g₂) + 4⟨g₂ − g₃⟩.

Put g = ⟨g⟩ + δ. The square bracket equals 2⟨g⟩v + ⟨δ³⟩. If fluctuations are of order one while the traces are of order N, then ⟨δ³⟩ and the covariance are smaller by 1/N than the terms kept. The result below confirms that v is of order one. At leading order

dv/du = −4v/u + 4(y₂ − y₃).

In a long wire this becomes dv/du = (4/u)(2/15 − v). Lengthening the wire damps the old fluctuations, because a sample with larger g loses conductance faster. New interference feeds them. Both rates fall as 1/u, so their balance does not depend on length: v = 2/15.

The full solution follows from

d(u⁴v)/du = (8/15)u³ + 4/(5u²) − 4/(3u³).

Integrating,

u⁴v = (2/15)u⁴ − 4/(5u) + 2/(3u²) + C.

A wire of zero length has v = 0 at u = 1, and 2/15 − 12/15 + 10/15 = 0, so C = 0. Thus

var g = (2/15)[1 − (1 + 6s)/(1 + s)⁶].  (3)

At s = 3 the bracket is already 0.995. For b ≪ L ≪ Nb,

rms G = √(2/15) G0 = 0.365 G0,  rms G/⟨G⟩ = 0.365/⟨g⟩.  (4)

The absolute fluctuation contains neither length, nor width, nor strength of disorder. The relative one falls as the inverse of the mean conductance once that mean is well above G0.

The mean has its own correction of order one. Insert g = N/u + η in (1) and keep terms of order N:

dη/du = 1/u² − 2η/u − y₂,  or  d(u²η)/du = 1 − 2u/3 − 1/(3u²).

With η = 0 at u = 1,

η = −(u³ − 3u² + 3u − 1)/(3u³) = −(1/3)[s/(1 + s)]³.

This is weak localization, a shift of the mean by at most one third of G0. As N/u approaches one, the shift, the fluctuation and the mean become comparable and the expansion loses its footing.

**Other symmetries**

Suppose a magnetic field breaks time reversal while spin degeneracy remains. Then ρ is not symmetric and the second pairing is absent. The squared step (2) is halved at leading order, the damping is unchanged, and var g tends to 1/15.

Strong spin-orbit scattering without a field mixes the spins, so the trace θ = 2g must run over 2N channels, with G = (e²/h)θ. Time reversal for spin one-half makes ρ antisymmetric in a suitable basis, and the second pairing acquires a minus sign. The matrix A is then antisymmetric too, and the two signs cancel in the squared step. The variance of θ therefore tends to 2/15, and that of g = θ/2 to 1/30. The rms value is half of that in (4).

**Comparison with lattice wires**

The derivation assumed thin slices that mix all channels equally and reflect with random phases. The lattice used here keeps the nearly equal mixing, but its slices have finite strength and their reflection phases are not random. It does not test disorder confined to single sites, or channels with different velocities. Take N parallel chains with unit hopping along the wire, and put an independent random real symmetric N×N matrix V on each slice. The energy is 2 cos 1, the velocity is v₀ = 2 sin 1, and the mean of (V²)_aa is 0.1v₀². The disorder-averaged Green function of the infinite lattice gives b = 10.12 sites. Recursive Green functions then give the conductance of each sample.

For N = 16 and 30 slices, s = 2.97. Over 2500 samples the mean g is 3.91, against 3.90 from the formula, and the variance is 0.133, with a sampling error of about 3 %, against 0.133 from (3). About 14 000 samples give 0.129 ± 0.002, so the agreement is to about 3 %, not to three digits. With strong spin-orbit scattering, 12 pairs of channels and 1500 samples give 0.0329 against 0.0332.

With complex Hermitian V, which breaks time reversal, 2000 samples at N = 16 give 0.073 against 0.066. This is 10 % above the formula, about three times the sampling error of 3 % expected for a Gaussian distribution. The excess is chance: about 10 000 samples of the same model give 0.066 ± 0.001.

Halving N to 8 at the same length and disorder lowers the mean to 1.89, while the rms changes from 0.365 to 0.344. The relative fluctuation rises from 0.093 to 0.182, so it nearly doubles as the mean halves. For N = 4 and 100 slices the mean is 0.174 and the ratio is 1.28. Equation (4) would give 2.1. The fluctuation is then as large as the conductance itself, but the law 0.365/g no longer describes it.

**A nickel monosilicide wire**

Take a wire 10 nm × 10 nm × 200 nm at 0.3 K, with rough inputs: low-temperature resistivity 30 µΩ cm, carrier density n = 2×10²² cm⁻³, and one isotropic band with the free-electron mass. Then

k_F = (3π²n)^(1/3) = 8.40 nm⁻¹,

N = k_F²w²/(4π) = 8.40² × 10²/12.57 = 561,

where w is the side. The Drude formula gives the mean free path

ℓ = ħk_F/(ne²ρ₀) = 5.75 nm,

with ρ₀ the resistivity. Requiring G0 Nb/L to equal w²/(ρ₀L) fixes b = 4ℓ/3 = 7.67 nm. Thus L/b = 26.1 and Nb = 4300 nm, so b ≪ L ≪ Nb holds. The mean is

⟨g⟩ = 561/27.1 − 0.30 = 20.4,  ⟨G⟩ = 20.4 × 77.5 µS = 1.58 mS.

The fluctuation is 0.365 × 77.5 µS = 28 µS, or 1.8 % of the mean. Counting the modes of a square wire with hard walls gives 534 channels instead of 561. With the resistivity held fixed, b would rise to keep Nb the same, and this percentage would hardly change.

Now vary the side at fixed length and resistivity:

side 3 nm: ⟨g⟩ = 1.6, relative fluctuation 23 %
side 5 nm: ⟨g⟩ = 4.9, relative fluctuation 7.5 %
side 10 nm: ⟨g⟩ = 20.4, relative fluctuation 1.8 %
side 20 nm: ⟨g⟩ = 83, relative fluctuation 0.44 %

The first line lies at the edge of the expansion and is a rough figure. Holding the resistivity fixed also leaves out the extra surface scattering of a thinner wire. The sides of 3 and 5 nm are shorter than ℓ = 5.75 nm, so the bulk relations between ℓ, b and D do not strictly apply to those two lines.

**Temperature and loss of coherence**

Two electrons whose energies differ by ε acquire different phases along the same path. The slowest diffusion mode decays in a time of about L²/(π²D), which suggests the correlation energy

E_Th = π²ħD/(L + b)²,

where b allows for the contacts. Here D = v_Fℓ/3 = 18.6 cm²/s and E_Th = 0.28 meV, so kT/E_Th = 0.09 at 0.3 K. In lattice wires with N = 12 and 30 slices, the correlation between conductances of one sample at two energies is 0.44 at separation E_Th. At 5E_Th it is small: 0.13 ± 0.03 from 1000 samples and 0.06 from about 9000. A sum over the diffusion modes of a long wire gives 0.38 and 0.04. Averaging over the thermal window at kT/E_Th = 0.09, with a three-point Gauss rule, multiplies the rms by 0.97. A mass of 2mₑ would double kT/E_Th to 0.18.

Coherence must also survive over L. As an order of magnitude, let electron-electron scattering dephase at the rate kT/ħ divided by the conductance of a length Lφ in units of e²/ħ, which is Nb/(πLφ). With Lφ² = D/rate and L_T = √(ħD/kT),

Lφ³ = L_T² Nb/π.

At 0.3 K, L_T = 218 nm and Lφ is about 400 nm, twice the length of the wire.

When Lφ < L, treat the wire as n = L/Lφ independent segments in series. From 1/g = Σ 1/gᵢ, with gᵢ near ng,

δg = g² Σ δgᵢ/gᵢ² = (1/n²) Σ δgᵢ.

The independent terms add in quadrature, giving √n/n²:

rms g = 0.365 (Lφ/L)^(3/2).

Joining four lattice segments of 14 slices each, with N = 16, gives an rms 0.128 times that of one segment, against 4^(−3/2) = 0.125. If also L_T < Lφ, about (Lφ/L_T)² independent energy windows are averaged, which brings a further rough factor L_T/Lφ.

These rules give the powers, not the prefactor. Coherence fades gradually over Lφ and does not stop at the end of a segment. Summing the diffusion modes with the decay rate D/Lφ² replaces 0.365 by √3 when Lφ is much shorter than both L and L_T. The figures below, which keep 0.365, are therefore too small by a factor of about two to three.

At 4.2 K, L_T = 58 nm and Lφ is about 167 nm. By these rules the rms g drops to about 0.1, or 0.5 % of the mean. At 300 K the same rule would give an Lφ of about 40 nm, but it leaves out scattering by lattice vibrations, which shortens Lφ further. At this temperature L_T is also smaller than the side of the wire and close to ℓ, so rules for a one-dimensional diffusive wire give an order of magnitude at best. An assumed Lφ of 10 nm, with L_T = 6.9 nm, leaves an rms g of about 0.003, or 0.014 % of the mean; 40 nm would leave about 0.03 %. The mode sum makes these two percentages about three times larger. All these estimates use the low-temperature mean and diffusion constant.

**The model beside a real device**

Nickel monosilicide is used as a contact metal on silicon, and good films have resistivities nearer 10 µΩ cm at room temperature. The value of 30 µΩ cm stands for a narrow, disordered wire. In the diffusive regime the percentage scales with resistivity at fixed dimensions, so a cleaner wire would show less. The real crystal is orthorhombic and has more than one band, which changes N and D; the limit 0.365 G0 depends on neither. Strong spin-orbit scattering would lower the example's 1.8 % to 0.9 %. This is not a remote case. The rough rule that spin flips are rarer than elastic collisions by (αZ)⁴, with α the fine-structure constant and Z = 28 for nickel, puts the spin-orbit length near 70 nm, shorter than the wire. For that length the mode sum gives about 1.3 %.

A contact to a semiconductor adds series resistance. If that resistance is steady and adds classically, the relative fluctuation is multiplied by R/(R + R_c), where R = 1/⟨G⟩ = 630 Ω for the wire and R_c belongs to the contact. An R_c of 630 Ω halves it.

The assumption that ordinary operation breaks most severely is coherence. The difference between two independent wires has an rms √2 times that of one wire about its mean. Within these estimates, interference therefore makes two nominally equal wires differ by at most about 2.5 % at 0.3 K (the value without spin-orbit scattering; about 1.7 % for a spin-orbit length of 70 nm, and half the maximum if it is much shorter than the wire), and by roughly 0.06 to 0.13 % at room temperature for Lφ between 10 and 40 nm. A larger spread between room-temperature wires of this size would need another cause, such as variation in width, grain structure, contact resistance or the number of impurities.
